\section*{Gelatt–Ehrenreich work function of a binary alloy and its bowing}

\section{Definitions and conventions}

The alloy is A$_x$B$_{1-x}$, where $x$ is the atomic fraction of A. The work functions of the pure metals are $\phi_A$ and $\phi_B$, that of the alloy is $\phi$, and $\Delta\phi=\phi_A-\phi_B$. Energies are in eV. One eV is $1/27.2$ hartree, and the main result is given in both units.

Zero energy is the vacuum level just outside the metal. The Fermi level of pure component $i$ is then $E_i=-\phi_i$, and that of the alloy is $E_F=-\phi$. The metal with the larger work function has the lower Fermi level.

The density of states $\rho_i(E)$ counts states per eV per atom of component $i$, with both spins included. The excess number of electrons on an atom of component $i$ is $\delta n_i$, positive when the atom has gained electrons.

The model rests on four assumptions.
\begin{enumerate}
\item Each component keeps the density of states of its pure metal, at the same position below the common vacuum level.
\item Both densities are constant, $\rho_A$ and $\rho_B$, for energies between $-\phi_A$ and $-\phi_B$. This interval is called the window.
\item Charge transfer does not shift the levels.
\item No surface dipole is added that depends on composition.
\end{enumerate}
The bowing is the departure from the straight line between the pure metals:
\begin{equation}
b(x)=\phi(x)-\left[x\phi_A+(1-x)\phi_B\right].
\label{bowdef}
\end{equation}

\section{Simple case: equal densities}

Let both densities equal $\rho$ in the window. Before electrons are exchanged, A is filled to $-\phi_A$ and B to $-\phi_B$. In equilibrium both are filled to $-\phi$. An A atom has therefore gained the states between $-\phi_A$ and $-\phi$, and likewise for B:
\begin{equation}
\delta n_A=\rho(\phi_A-\phi),\qquad \delta n_B=\rho(\phi_B-\phi).
\end{equation}
If $\phi_A>\phi>\phi_B$, the first is positive and the second negative: electrons move from B to A, towards the lower Fermi level. The alloy as a whole stays neutral, so
\begin{equation}
0=x\,\delta n_A+(1-x)\,\delta n_B
=\rho\left[x\phi_A+(1-x)\phi_B-\phi\right].
\end{equation}
Since $\rho>0$, the bracket must vanish. Hence $\phi=x\phi_A+(1-x)\phi_B$ and $b=0$ at every composition. The common density has cancelled. It sets how much charge moves, but not where the Fermi level settles.

The states below the window play no part, because they are full both before and after the exchange. A numerical case shows this. Take $\phi_A=5.6$ eV, $\phi_B=4.2$ eV and $\rho=1.6$ per eV per atom, and add different deep peaks to the two components: one between $-10$ and $-7$ eV for A, one between $-9$ and $-6$ eV for B. Counting all electrons from $-12$ eV upwards and solving for neutrality at $x=0.2$, $0.5$ and $0.8$ gives a bowing of at most $2\times10^{-15}$ eV, which is rounding error.

\section{Unequal constant densities}

Now let $\rho_A$ and $\rho_B$ differ. For $E_F$ inside the window,
\begin{equation}
\delta n_i=\int_{-\phi_i}^{-\phi}\rho_i\,dE=\rho_i(\phi_i-\phi).
\label{dn}
\end{equation}
The integral keeps its sign when the limits are in descending order, so the expression covers gain and loss alike. Neutrality reads
\begin{equation}
x\rho_A(\phi_A-\phi)+(1-x)\rho_B(\phi_B-\phi)=0.
\end{equation}
Collecting the terms in $\phi$ gives
\begin{equation}
\phi=\frac{x\rho_A\phi_A+(1-x)\rho_B\phi_B}{D},\qquad
D=x\rho_A+(1-x)\rho_B .
\label{mean}
\end{equation}
This is a mean with positive weights, so $\phi$ lies between $\phi_A$ and $\phi_B$, as was assumed in using the constant densities. The solution is also unique, because the electron count rises with $E_F$ at the rate $D>0$ in the window.

To isolate the bowing, put the straight line over the same denominator. Its numerator is
\begin{align}
&\left[x\phi_A+(1-x)\phi_B\right]\left[x\rho_A+(1-x)\rho_B\right]\nonumber\\
&\quad=x^2\rho_A\phi_A+(1-x)^2\rho_B\phi_B
+x(1-x)(\rho_B\phi_A+\rho_A\phi_B).
\end{align}
Subtract this from the numerator of (\ref{mean}), using $x-x^2=x(1-x)$ and $(1-x)-(1-x)^2=x(1-x)$:
\begin{align}
D\,b&=x(1-x)\left[\rho_A\phi_A+\rho_B\phi_B-\rho_B\phi_A-\rho_A\phi_B\right]\nonumber\\
&=x(1-x)(\phi_A-\phi_B)(\rho_A-\rho_B).
\end{align}
The Gelatt--Ehrenreich form follows:
\begin{equation}
\phi=x\phi_A+(1-x)\phi_B+x(1-x)\frac{(\phi_A-\phi_B)(\rho_A-\rho_B)}{x\rho_A+(1-x)\rho_B}.
\label{GE}
\end{equation}

For $0<x<1$ the factor $x(1-x)/D$ is positive. Within the four assumptions, the bowing therefore vanishes if and only if $\rho_A=\rho_B$ or $\phi_A=\phi_B$. In the second case no charge moves at all. In the first it moves, but with equal weight per atom.

\subsection{Limits and shape}

At $x=0$ and $x=1$, equation (\ref{GE}) returns the pure metals. For the shape in between, differentiate (\ref{mean}). With $N=x\rho_A\phi_A+(1-x)\rho_B\phi_B$,
\begin{align}
N'D-ND'&=(\rho_A\phi_A-\rho_B\phi_B)\left[\rho_B+x(\rho_A-\rho_B)\right]\nonumber\\
&\quad-\left[\rho_B\phi_B+x(\rho_A\phi_A-\rho_B\phi_B)\right](\rho_A-\rho_B).
\end{align}
The terms in $x$ cancel. What remains is $\rho_A\rho_B\phi_A-\rho_B^2\phi_B-\rho_A\rho_B\phi_B+\rho_B^2\phi_B=\rho_A\rho_B\Delta\phi$, so
\begin{equation}
\phi'=\frac{\rho_A\rho_B\Delta\phi}{D^2},\qquad
\phi''=-\frac{2\rho_A\rho_B\Delta\phi(\rho_A-\rho_B)}{D^3}.
\label{slopes}
\end{equation}
The work function is monotonic in $x$, and its curvature keeps one sign. It bows upwards when the metal with the larger work function also has the larger density.

In the dilute limit $x\to0$ the slope is $(\rho_A/\rho_B)\Delta\phi$: each A atom counts in the ratio of the densities. If $\rho_A/\rho_B\to\infty$ at fixed $x>0$, then $\phi\to\phi_A$, because A holds the Fermi level almost fixed.

For $\Delta\phi\neq0$ and $\rho_A\neq\rho_B$, the bowing is extremal where $\phi'=\Delta\phi$, that is, where $D^2=\rho_A\rho_B$. Solving $\rho_B+x(\rho_A-\rho_B)=\sqrt{\rho_A\rho_B}$ gives
\begin{equation}
x^*=\frac{\sqrt{\rho_B}(\sqrt{\rho_A}-\sqrt{\rho_B})}{\rho_A-\rho_B}
=\frac{\sqrt{\rho_B}}{\sqrt{\rho_A}+\sqrt{\rho_B}} .
\end{equation}
Then $x^*(1-x^*)=\sqrt{\rho_A\rho_B}/(\sqrt{\rho_A}+\sqrt{\rho_B})^2$. Inserting this and $D=\sqrt{\rho_A\rho_B}$ into the last term of (\ref{GE}) gives
\begin{equation}
b(x^*)=\Delta\phi\,\frac{\sqrt{\rho_A}-\sqrt{\rho_B}}{\sqrt{\rho_A}+\sqrt{\rho_B}} .
\end{equation}

\section{A gate metal in numbers}

Take parameters in the regime of platinum (A) with tantalum (B): $\phi_A=5.6$ eV, $\phi_B=4.2$ eV, $\rho_A=2.0$ and $\rho_B=1.2$ per eV per atom. These are rough typical values. Third decimals below serve to follow the arithmetic and claim no such accuracy for the alloy.

At $x=0.5$, $D=0.5(2.0+1.2)=1.60$ per eV per atom, and
\begin{equation}
b=0.25\times\frac{1.4\times0.8}{1.60}=0.175\ \mathrm{eV},\qquad
\phi=4.900+0.175=5.075\ \mathrm{eV},
\end{equation}
or 0.187 hartree. The largest bowing is 0.178 eV, at $x^*=0.436$.

For a chosen $\phi$, the neutrality condition can be solved for $x$:
\begin{equation}
x=\frac{\rho_B(\phi-\phi_B)}{\rho_B(\phi-\phi_B)+\rho_A(\phi_A-\phi)} .
\end{equation}
A target of 5.0 eV needs $x=0.96/(0.96+1.20)=0.444$, whereas the straight line would ask for 0.571.

The same numbers expose a weakness. By (\ref{dn}), each A atom gains $2.0\times(5.6-5.075)=1.05$ electrons. So large a transfer must shift the levels, contrary to the third assumption.

\section{Generalization: the cost of charging}

The energy needed to put $\delta n_i$ electrons on an atom is the sum of the level energies filled. With a constant density this is
\begin{equation}
\int_{-\phi_i}^{-\phi_i+\delta n_i/\rho_i}E\rho_i\,dE
=\frac{\rho_i}{2}\left[\left(-\phi_i+\frac{\delta n_i}{\rho_i}\right)^2-\phi_i^2\right]
=-\phi_i\delta n_i+\frac{\delta n_i^2}{2\rho_i}.
\end{equation}
Add a charging energy $U_i\delta n_i^2/2$. Here $U_i$ is a net mean-field parameter, taken as independent of $x$. It is the repulsion on the atom, reduced by the attraction of oppositely charged neighbours if unlike atoms tend to sit side by side. In a fully random alloy with one charge per component, the mean charge on every other site is zero, and this reduction averages to zero. That follows from allowing only one charge per component. If the charge on each site may adjust to its neighbours, opposite charges become correlated, and part of the reduction returns even in a random alloy. Minimize the energy per atom at fixed total charge, with multiplier $\mu$, which is the common Fermi level $-\phi$:
\begin{equation}
-\phi_i+\delta n_i\left(\frac{1}{\rho_i}+U_i\right)=-\phi
\quad\Rightarrow\quad
\delta n_i=w_i(\phi_i-\phi),\quad w_i=\frac{\rho_i}{1+U_i\rho_i}.
\label{w}
\end{equation}
For $U_i\ge0$ the energy is convex, so this is a minimum. Equation (\ref{w}) has the form of (\ref{dn}), so (\ref{GE}) holds with $\rho_i$ replaced by $w_i$. At $U_i=0$ the original result returns.

For equal $U$, multiply numerator and denominator of the bowing term by $(1+U\rho_A)(1+U\rho_B)$. The numerator $w_A-w_B$ becomes $\rho_A-\rho_B$. The denominator becomes $x\rho_A(1+U\rho_B)+(1-x)\rho_B(1+U\rho_A)=D+U\rho_A\rho_B$. Thus
\begin{equation}
b=x(1-x)\frac{\Delta\phi(\rho_A-\rho_B)}{D+U\rho_A\rho_B}.
\end{equation}
Charging with equal $U$ weakens the bowing, which tends to zero as $U\to\infty$. For a chosen $U=2.0$ eV at $x=0.5$, the denominator grows from 1.60 to $1.60+4.80=6.40$. The bowing falls by a factor of four to 0.044 eV, $\phi$ becomes 4.944 eV, and the transfer drops to 0.263 electrons per A atom. Direct minimization of the energy gives the same values.

Unequal charging energies act differently. The condition for zero bowing at $\Delta\phi\neq0$ is now $w_A=w_B$, or $1/\rho_A+U_A=1/\rho_B+U_B$. With equal densities of 1.6 per eV per atom but $U_A=1$ eV and $U_B=3$ eV, the bowing at $x=0.5$ is 0.267 eV. Equal densities therefore remove the bowing only if the charging energies are also equal or negligible.

\section{Generalization: densities that vary with energy}

Return to $U=0$ and give both components the same density $r(E)$, not constant. With $R'(E)=r(E)$, neutrality is
\begin{equation}
R(E_F)=xR(E_A)+(1-x)R(E_B).
\end{equation}
Expand about $\bar E=xE_A+(1-x)E_B$. The linear terms on the right average to zero, and the mean square deviation is $x(1-x)\Delta\phi^2$. To leading order in the slope, $r(E_F-\bar E)=\tfrac12r'x(1-x)\Delta\phi^2$. Since $b=-(E_F-\bar E)$,
\begin{equation}
b\simeq-x(1-x)\frac{r'}{2r}\Delta\phi^2 ,
\end{equation}
with $r$ and $r'$ taken at $\bar E$. A linear density with $r'/r=-0.3$ per eV at mid-window gives an estimate of $0.25\times0.15\times1.96=0.0735$ eV at $x=0.5$. The full solution is 0.0727 eV. Equality without constancy is thus not enough. For a linear density the bowing vanishes again as $r'\to0$. A curved density can still give a bowing when $r'=0$ at $\bar E$, through terms of higher order in $\Delta\phi$.

A band edge is a stronger variation. Suppose A has room for 0.4 more electrons in its $d$ band, and a density of 0.3 per eV per atom above it. At 2.0 per eV the $d$ band is full 0.2 eV above $-\phi_A$. Let $y=\phi_A-\phi$. At $x=0.5$, with B unchanged, neutrality is
\begin{equation}
0.4+0.3(y-0.2)=1.2(1.4-y)\quad\Rightarrow\quad y=\frac{1.34}{1.5}=0.893\ \mathrm{eV}.
\end{equation}
Then $\phi=4.707$ eV and $b=-0.193$ eV: the sign has reversed. The reason is that neutrality involves the mean density over the interval each component actually fills or empties. For A this mean is $[0.4+0.3\times0.693]/0.893=0.68$ per eV per atom, which is below the 1.2 of B.

The two corrections interact. At $x=0.5$ with $U=2.0$ eV, the transfer of 0.263 electrons is less than the 0.4 available, so the band edge is not reached and the value $b=0.044$ eV stands. In alloys poor in A, each A atom gains more. Below about $x=0.26$ the edge is reached even with this $U$, and the bowing is lower than the constant densities give. Below about $x=0.08$ it is slightly negative.

For a smooth density, temperature matters far less. The Sommerfeld expansion adds $(\pi^2/6)(k_BT)^2r'$ to the electron count, so a fixed count requires $\delta\phi=(\pi^2/6)(k_BT)^2r'/r$. At 400 K the sloping density above gives $-0.57$ meV. A constant density gives no shift at this order. The expansion fails when the Fermi level lies within a few $k_BT$ of a band edge. The shift can then be of first order in $k_BT$, which is tens of meV at 400 K.

\section{From the metal to the gate stack}

On a dielectric, the barrier is described by an effective work function $\phi_{\rm eff}$. Let the dielectric have $D_s$ interface states per eV and area, neutral when filled to a level $\phi_{\rm CNL}$ below vacuum, at a distance $d$ from the metal across a layer of permittivity $\varepsilon$. If $\phi_{\rm eff}>\phi_{\rm CNL}$, states are emptied and the dielectric side carries the positive charge $eD_s(\phi_{\rm eff}-\phi_{\rm CNL})$ per area, with $\phi$ in eV. Electron energies are lowered on that side, which reduces the barrier:
\begin{equation}
\phi_{\rm eff}=\phi-\frac{e^2D_sd}{\varepsilon}(\phi_{\rm eff}-\phi_{\rm CNL}).
\end{equation}
Subtracting $\phi_{\rm CNL}$ from both sides and solving,
\begin{equation}
\phi_{\rm eff}=\phi_{\rm CNL}+S(\phi-\phi_{\rm CNL}),\qquad
S=\frac{1}{1+e^2D_sd/\varepsilon}.
\end{equation}
For $D_s\to0$, $S=1$ and the metal value returns. For large $D_s$ the level is pinned at $\phi_{\rm CNL}$. The relation is linear, so if $S$ and $\phi_{\rm CNL}$ do not depend on $x$, the bowing of $\phi_{\rm eff}$ is $S\,b(x)$.

Rough values for a hafnium dioxide interface are $\phi_{\rm CNL}=4.7$ eV, $D_s=10^{14}$ per eV per cm$^2$, $d=0.25$ nm and relative permittivity 4.0. With $D_s$ counted per eV, one factor of $e$ cancels and $e^2D_sd/\varepsilon$ has the numerical value $eD_sd/\varepsilon=1.13$ in SI units. This gives $S=0.469$. At $x=0.5$, with $U=0$ and constant densities, $\phi_{\rm eff}=4.7+0.469\times0.375=4.876$ eV, and its bowing is 0.082 eV. Between the pure metals $\phi_{\rm eff}$ runs from 4.465 to 5.122 eV, less than half the range of $\phi$.

\section{Beside the real alloy}

The work functions and densities chosen are of the right size for platinum and tantalum, though the work function of a metal also depends on its crystal face. The bowing depends on the difference of the densities, which is less certain than either density: with 1.8 and 1.4 per eV per atom instead of 2.0 and 1.2, the bowing at $x=0.5$ would be half as large. The first assumption is doubtful for this pair: platinum and tantalum form ordered compounds, whose bonding changes the component densities. The size of that effect is not calculated here. The effects that were calculated take the bowing at $x=0.5$ from 0.175 eV to 0.044 eV (charging) or $-0.193$ eV (band edge without charging). With equal charging energies, the band edge reverses the sign at this composition only if $U$ is below about 0.7 eV. With constant densities, the sign also reverses if $U_A$ exceeds $U_B$ by more than $1/\rho_B-1/\rho_A=0.33$ eV. The charging energies are not determined here, so for this alloy equation (\ref{GE}) is an interpolation whose bowing term is uncertain even in sign.

Three further effects can distort a measured bowing, by raising or lowering it.
\begin{itemize}
\item \emph{Segregation.} If the metal next to the dielectric has $x=0.6$ instead of 0.5, over a layer several times thicker than the screening length, $\phi$ rises by 0.125 eV for constant densities and $U=0$ (0.138 eV with $U=2.0$ eV, 0.184 eV with the band edge at $U=0$). On the dielectric described above, $\phi_{\rm eff}$ rises by 0.059 eV in the first case.
\item \emph{Surface dipole.} A dipole change $p$ per surface atom, normal to the surface, shifts $\phi$ by $epN_s/\varepsilon_0$. With $N_s=1.5\times10^{15}$ per cm$^2$, $p=0.031$ debye equals the whole bowing.
\item \emph{Fixed charge.} A sheet of $10^{12}$ charges per cm$^2$ at the semiconductor, under an equivalent oxide thickness of 1.0 nm, shifts the flat-band voltage by 0.046 V. If uncorrected, this enters the extracted $\phi_{\rm eff}$. A charge that is the same in all samples cancels from the bowing if the oxide thickness is also the same. If the charge in the alloy sample differs by this amount from that in both pure-metal samples, the bowing, predicted as 0.082 eV, is misread by 0.046 eV.
\end{itemize}
The composition of 0.444 found for a 5.0 eV target thus holds for the vacuum work function under the four assumptions. It moves to 0.54 with equal charging energies of 2.0 eV, and to 0.65 with the band edge at $U=0$. On the dielectric described above, the same metal would have $\phi_{\rm eff}=4.7+0.469\times0.3=4.84$ eV. The remaining values across composition are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
phi_A, phi_B: 5.6, 4.2 eV
rho_A, rho_B: 2.0, 1.2 states/eV/atom
x, phi, straight line, bowing, effective phi (last four in eV)
0.00 4.200 4.200 0.000 4.465
0.25 4.700 4.550 0.150 4.700
0.50 5.075 4.900 0.175 4.876
0.75 5.367 5.250 0.117 5.013
1.00 5.600 5.600 0.000 5.122
phi at x=0.5: 0.1865 hartree
D at x=0.5: 1.60 states/eV/atom
slope dphi/dx at x=0.5: 1.312 eV
curvature at x=0.5: -1.312 eV
x of largest bowing: 0.436
largest bowing: 0.178 eV
target phi: 5.0 eV
x for target, alloy formula: 0.444
x for target, straight line: 0.571
largest bowing found, equal densities: 1.8e-15 eV
electrons gained per A atom, x=0.5: 1.050
charging energy U: 2.0 eV
with U: phi 4.944 eV
with U: bowing 0.044 eV
with U: electrons gained per A atom 0.263
equal densities 1.6 states/eV/atom, U_A=1 eV, U_B=3 eV:
  bowing 0.267 eV
d holes per A atom: 0.4
density of A above d band: 0.3 states/eV/atom
with d-band top, U=0: phi 4.707 eV
with d-band top, U=0: bowing -0.193 eV
relative slope of common density: -0.3 per eV
bowing from slope, solved: 0.0727 eV
bowing from slope, estimate: 0.0735 eV
temperature: 400 K
thermal shift of phi, sloping: -0.57 meV
thermal shift, constant: 8.9e-13 meV
neutrality level of dielectric: 4.7 eV
interface states: 1.0e+14 per eV per cm2
dipole length: 0.25 nm
relative permittivity of dipole layer: 4.0
pinning factor S: 0.469
bowing of effective phi, x=0.5: 0.082 eV
phi change, interface x 0.5 to 0.6: 0.125 eV
surface atoms: 1.5e+15 per cm2
dipole per atom equal to bowing: 0.031 debye
fixed oxide charge: 1.0e+12 per cm2
equivalent oxide thickness: 1.0 nm
flat-band shift by fixed charge: 0.046 V
\end{verbatim}
